# Does tin alone explain the 13.5 nm wavelength of EUV lithography?

**Q:** EUV lithography tools work at 13.5 nm because tin emits there and nothing else does. Their light comes from a tin plasma, so tin must have set the wavelength. What is wrong with that?

**A:** There are two claims in it. One is that no other element emits at 13.5 nm. The other is that the source dictated the wavelength to the rest of the tool. They need separate checks. Which other element would you accept as a counterexample?

**Q:** One whose wavelength I can calculate without trusting a table.

**A:** Then take lithium with two electrons removed, Li$^{2+}$. It has one electron and nuclear charge $Z=3$, so we can solve it. For $u(r)=rR(r)$, where $R(r)$ is the radial wavefunction, the Schrödinger equation is

$$-\frac{\hbar^2}{2m}\left[u''-\frac{\ell(\ell+1)}{r^2}u\right]-\frac{Ze^2}{4\pi\varepsilon_0 r}u=Eu .$$

With the Bohr radius $a=4\pi\varepsilon_0\hbar^2/(me^2)$, multiplication by $-2m/\hbar^2$ gives

$$u''=\left[\frac{\ell(\ell+1)}{r^2}-\frac{2Z}{ar}-\frac{2mE}{\hbar^2}\right]u .$$

Try $u=r^n e^{-\kappa r}$. Since $u'/u=n/r-\kappa$,

$$\frac{u''}{u}=\left(\frac nr-\kappa\right)^2-\frac{n}{r^2}
=\frac{n(n-1)}{r^2}-\frac{2n\kappa}{r}+\kappa^2 .$$

The two expressions agree if $\ell=n-1$, $\kappa=Z/(na)$ and $E=-\hbar^2\kappa^2/(2m)$. The choice $n=1$ is the 1s state and $n=2$ is the 2p state, which are the two we need. Defining the Rydberg constant by $hc\,\mathcal R=\hbar^2/(2ma^2)$, we have $E_n=-hc\,\mathcal R Z^2/n^2$.

The 2p electron can fall to 1s by electric dipole emission, because $\ell$ changes by one. This is the Lyman-alpha line:

$$\frac{hc}{\lambda}=E_2-E_1=hc\,\mathcal R Z^2\left(1-\frac14\right),
\qquad \lambda=\frac{4}{3\mathcal R Z^2}.$$

For lithium,

$$\lambda=\frac{4}{3(1.097373\times10^7\ \mathrm{m^{-1}})(9)}
=1.350\times10^{-8}\ \mathrm m=13.50\ \mathrm{nm}.$$

Nuclear motion and relativity are left out; for this light ion they change the wavelength by less than one part in a thousand. A numerical solution of the radial equation also gives 13.50 nm.

**Q:** Could any one-electron ion be made to fit?

**A:** Not with this line, because $Z$ is an integer and $\lambda$ falls as $1/Z^2$. Lyman-alpha lies at 30.38 nm in He$^+$ and at 7.59 nm in Be$^{3+}$. Other transitions can fit: the line from $n=4$ to $n=2$ in C$^{5+}$ has the same wavelength in this formula, because $36(\frac14-\frac1{16})=9(1-\frac14)$. Lithium lands on 13.5 nm without any adjustable parameter. That disproves the first claim.

**Q:** Xenon is often mentioned too. Does it have such a clean line?

**A:** No. Xenon and lithium sources were both developed for this band, but xenon is a many-electron problem. The ion of interest is Xe$^{10+}$, with 44 electrons: 36 in inner shells and eight in 4d. In the excited configuration one of these eight has moved to 5p. Its return to 4d is again dipole-allowed.

I can estimate the mean energy of that transition with a spherical mean-field model. Each electron moves in the field of the nucleus, the averaged electron density and a local-density exchange potential. Correlation is omitted, and relativity enters without spin-orbit coupling.

**Q:** Is the photon energy then the difference of two orbital energies?

**A:** Not for one fixed set of orbitals, because they relax when the electron moves. Let $f_i$ be the occupation of orbital $i$, and write the model energy as

$$E=\sum_i f_i t_i+U[\rho],\qquad \rho=\sum_i f_i|\phi_i|^2,$$

where $t_i$ is the kinetic plus nuclear energy of orbital $i$, and $U$ contains the electron repulsion and exchange. Changing $f_i$ with the orbitals held fixed changes $E$ at the rate $t_i+\int (\delta U/\delta\rho)|\phi_i|^2\,d^3r=\varepsilon_i$, the orbital energy. The accompanying change of the orbitals adds $\sum_j f_j\varepsilon_j\,\delta\langle\phi_j|\phi_j\rangle$, which vanishes because they stay normalized. Hence $\partial E/\partial f_i=\varepsilon_i$.

Now move a fraction $x$ of an electron from 4d to 5p. One occupation falls and the other rises, so

$$\Delta E=\int_0^1\left[\varepsilon_{5p}(x)-\varepsilon_{4d}(x)\right]dx .$$

If the bracket is linear in $x$, the integral equals its value at $x=\tfrac12$. This is Slater's transition-state rule. The derivation assumed a kinetic operator that does not depend on the density. In the relativistic version used here it depends on the potential, so I take the integral over as part of the model.

**Q:** How linear is the bracket?

**A:** For Xe$^{10+}$ it is 87.2 eV at $x=0$, 89.2 eV at $x=\tfrac12$ and 91.6 eV at $x=1$. Simpson's rule gives

$$\frac{87.2+4(89.2)+91.6}{6}\ \mathrm{eV}\approx 89.3\ \mathrm{eV}.$$

Before rounding, this differs from the midpoint by about 0.06 eV. The midpoint rule is therefore a minor source of error. The 89.2 eV corresponds to 13.9 nm. The step taken over without proof matters more. Without relativity the integral and the direct difference of total energies agree, both giving 92.3 eV. In the relativistic version the direct difference is 86.8 eV (14.3 nm), 2.5 eV below the integral.

**Q:** But 13.9 is not 13.5.

**A:** Correct. The model mean is 3 % longer than the target, which puts it outside a band of 2 % full width. The model is not accurate enough to settle that: the midpoint value moves to 13.4 nm if relativity is left out and to 13.8 nm if local correlation is added. In this model the mean of the xenon transitions therefore lies near the target, but that does not prove that a particular line is in the band. A real ion has many lines spread about the mean by spin-orbit coupling and by the interaction between open shells, and I have not calculated that spread. The strict counterexample is lithium.

The model does show how much the charge state matters. The mean is at 15.4 nm for Xe$^{9+}$, 13.9 nm for Xe$^{10+}$ and 12.7 nm for Xe$^{11+}$. Of these three, Xe$^{10+}$ is the closest to 13.5 nm.

**Q:** I give up "only tin". Still, the designers could have started from tin and then built mirrors to suit it. Why does the tool need mirrors at all?

**A:** Because an ordinary refractive lens, which bends light by its thickness, would absorb it. Write the refractive index as $n=1-\delta+i\beta$, with waves varying as $e^{-i\omega t}$. A wave $e^{2\pi i n z/\lambda}$ then has intensity proportional to $e^{-4\pi\beta z/\lambda}$. For silicon at 13.5 nm, $\beta$ is roughly 0.002. The intensity falls by a factor $e$ over

$$\frac{\lambda}{4\pi\beta}=\frac{13.5\ \mathrm{nm}}{4\pi(0.002)}\approx 540\ \mathrm{nm}.$$

A millimetre of such material would be opaque.

**Q:** Then use polished metal mirrors.

**A:** At near-normal incidence one surface reflects very little. At an interface between indices $n_a$ and $n_b$, let the incident, reflected and transmitted electric amplitudes be $1$, $r$ and $t$. Continuity of the electric field gives $1+r=t$, and continuity of the magnetic field gives $n_a(1-r)=n_bt$. Eliminating $t$,

$$r=\frac{n_a-n_b}{n_a+n_b}.$$

Rough values for molybdenum are $\delta=0.08$ and $\beta=0.006$; for silicon, $\delta=0.001$. The interface between them reflects $|r|^2=1.7\times10^{-3}$ of the intensity, and a bare molybdenum surface in vacuum reflects nearly the same. Ten such reflections would leave a fraction of order $10^{-28}$. The cure is a stack of many Mo/Si pairs whose small reflected amplitudes add in phase.

**Q:** And the period of the stack can be chosen. So the mirror can be tuned to whatever the source emits.

**A:** The period sets where the peak lies. It does not set how high the peak is. For that we need the amplitudes inside the stack.

Let the period be $d$, the molybdenum fraction $g$, and $k_0=2\pi/\lambda$. With $z=0$ at the centre of a molybdenum layer, keep the mean index and the first harmonic:

$$n(z)\approx\bar n+2n_1\cos(Gz),\qquad G=\frac{2\pi}{d},$$

$$n_1=\frac1d\int_{-gd/2}^{gd/2}(n_{\rm Mo}-n_{\rm Si})\cos(Gz)\,dz
=(n_{\rm Mo}-n_{\rm Si})\frac{\sin\pi g}{\pi}.$$

The field obeys $E''+k_0^2n^2E=0$. Write it as a downward and an upward wave with slowly changing amplitudes,

$$E=A(z)e^{iGz/2}+B(z)e^{-iGz/2}.$$

Drop $A''$, $B''$, terms in $n_1^2$ and the waves $e^{\pm3iGz/2}$, which are far from resonance. Since $n^2\approx\bar n^2+2\bar n n_1(e^{iGz}+e^{-iGz})$, the terms in $e^{iGz/2}$ give

$$iGA'+\left(k_0^2\bar n^2-\frac{G^2}{4}\right)A+2k_0^2\bar n n_1B=0 .$$

Define the detuning $s=\bar n-\lambda/(2d)$. Because $G/2=k_0\lambda/(2d)$, the bracket is $k_0^2s\,[\bar n+\lambda/(2d)]$. Near resonance both $\bar n+\lambda/(2d)$ and $2\bar n$ are close to $G/k_0$. Dividing by $iG$, and treating the other wave in the same way,

$$A'=ik_0(sA+n_1B),\qquad B'=-ik_0(sB+n_1A).$$

**Q:** The opposite signs are because the waves travel in opposite directions?

**A:** Yes. Differentiate the second equation and insert both:

$$B''=-ik_0(sB'+n_1A')=-k_0^2(s^2-n_1^2)B .$$

The terms in $A$ cancel. With $p=\sqrt{s^2-n_1^2}$, $A(0)=1$ and $B(0)=r$, the solution is

$$B(z)=r\cos(k_0pz)-\frac{i(sr+n_1)}{p}\sin(k_0pz).$$

No wave returns from below a stack of $N$ pairs, so $B(Nd)=0$. Setting $\theta=k_0pNd$ and solving for $r$,

$$r=\frac{in_1\sin\theta}{p\cos\theta-is\sin\theta}.$$

For a thick absorbing stack choose the root with $\operatorname{Im}p>0$. Then $\tan\theta\to i$, and

$$r\to-\frac{n_1}{p+s}.$$

**Q:** Where does absorption enter?

**A:** Through the imaginary part of $s$. Choose the period so that the real part of $s$ vanishes. Then $s=i\bar\beta$, where $\bar\beta$ is the mean absorption index. Neglect the small imaginary part of $n_1$ for an estimate. Now $p=i\sqrt{\bar\beta^2+n_1^2}$ and

$$|r|=\frac{|n_1|}{\bar\beta+\sqrt{\bar\beta^2+n_1^2}} .$$

Without absorption a thick stack would reflect everything, however small the contrast. With absorption, the ratio $\bar\beta/|n_1|$ decides: light must be turned round before it is absorbed.

Take $g=0.4$. The contrast is $|n_1|\approx0.079\times\sin(0.4\pi)/\pi=0.0239$, and the mean absorption is $\bar\beta=0.4(0.006)+0.6(0.002)=0.0036$. Therefore

$$|r|\approx\frac{0.0239}{0.0036+0.0242}=0.86,\qquad |r|^2\approx0.74 .$$

A layer-by-layer calculation for 40 pairs, with molybdenum as the top layer and the period optimized, gives 0.756; with silicon on top it gives 0.742. The coupled-wave formula, optimized in the same way, gives 0.748. It omits the reflection at the top surface, among other small terms. Both treatments assume sharp, smooth interfaces and no oxide, so a real mirror reflects less.

**Q:** That calculation would look the same at 12 nm if I shrank the period.

**A:** It would if the indices stayed the same. They do not. A photon with enough energy can eject a 2p electron from silicon. This threshold, the silicon L edge, is at roughly 100 eV, or

$$\lambda_{\rm edge}=\frac{hc}{100\ \mathrm{eV}}\approx12.4\ \mathrm{nm}.$$

Shorter wavelengths have more energetic photons, so they lie on the absorbing side. There $\beta$ of silicon is roughly 0.02, ten times larger. The mean becomes $\bar\beta=0.4(0.006)+0.6(0.02)=0.0144$, and the same estimate gives

$$|r|\approx\frac{0.0239}{0.0144+0.0279}=0.57,\qquad |r|^2\approx0.32 .$$

The layer calculation at 12.0 nm, with its own best period and molybdenum on top, gives 0.356; with silicon on top it gives 0.312. The figures below all keep molybdenum on top. I kept the other optical constants fixed to isolate the effect of silicon's absorption. In reality $\delta$ also changes near the edge, and this can shift the reflectance noticeably.

**Q:** Could more layers recover the loss?

**A:** No. Going from 40 to 120 pairs changes 0.356 to 0.357. Light that has been absorbed in the upper layers never reaches the added ones. At 13.5 nm the same change raises the reflectance from 0.756 to 0.763, so 40 pairs are already close to the thick limit there too.

**Q:** What are the best periods, and do they follow the simple resonance condition?

**A:** Nearly. The mean real index is $1-0.4(0.08)-0.6(0.001)=0.9674$, so $\lambda=2d\operatorname{Re}\bar n$ gives $d=6.98$ nm at 13.5 nm and 6.20 nm at 12.0 nm. The layer calculation finds 6.92 nm and 6.23 nm.

A shift is allowed because $n_1$ is complex. If $n_1$ were real, reversing the real part of $s$ would turn $p+s$ into $-(p+s)^*$ and leave the thick-stack $|r|$ unchanged. Resonance would then be a symmetric point. A complex $n_1$ removes that symmetry.

**Q:** A mirror with 36 % reflectance does not sound hopeless. I could use a source twice as bright.

**A:** That would nearly do for one mirror. Take ten as a round number for the tool. The throughputs are

$$0.756^{10}\approx6.1\times10^{-2},\qquad
0.356^{10}\approx3.3\times10^{-5}.$$

Their ratio is about 1900. With the molybdenum fraction held at 0.4, a source at 12.0 nm would have to supply about 1900 times as much usable light to match one at 13.5 nm. A larger fraction at 12.0 nm leaves less silicon to absorb the light, so it reduces this penalty. For $g=0.6$ the contrast $|n_1|$ is unchanged, $\bar\beta$ falls to 0.0116, and the estimate of $|r|^2$ rises from 0.32 to 0.39. The layer calculation then gives 0.43 instead of 0.356, and the ten-mirror ratio falls from about 1900 to about 280. The tenth power also magnifies any error in the rough optical constants, so the size of the penalty is uncertain. With the constants used here it remains large. This is the sense in which the mirrors fix the band: the layer thicknesses are free, but silicon's absorption is not.

**Q:** Then why not go far to the long-wave side, say 20 nm, and stay well clear of the edge?

**A:** Because the printed pattern would become coarser. Consider a grating of pitch $P$ lit head-on. Its first diffracted order leaves at $\sin\alpha=\lambda/P$. The optics must collect that order to form an image of the pitch, so $\lambda/P\le\mathrm{NA}$, where NA is the numerical aperture on the grating side, or

$$P\ge\frac{\lambda}{\mathrm{NA}} .$$

Oblique illumination changes the numerical factor, but the smallest pitch still scales with $\lambda$ at fixed NA. Resolution pushes towards short wavelengths, but with Mo/Si mirrors silicon's absorption makes it costly to go below about 12.4 nm. The useful place is a little to the long-wave side of the edge.

**Q:** "A little to the long-wave side" could also mean 13.0 nm. Have you derived 13.5?

**A:** No. The argument gives a window, not its third digit. With fixed optical constants, the reflectance depends on $d$ and $\lambda$ through $d/\lambda$ alone, so my model cannot prefer 13.5 nm to 13.0 nm. Within the window, the available emission lines are a sensible reason for choosing one value. Sources therefore do have a say, but they have it inside limits set by the mirrors.

The argument is also specific to Mo/Si. A pair without silicon would not have the silicon edge and would need its own calculation.

**Q:** Once the mirrors are built, how exact must the source be?

**A:** Quite exact, because every reflection filters the light again. Near its peak let $R\approx R_0(1-x^2/w^2)$, where $x$ is the distance from the peak wavelength and $w$ measures the width. After $M$ mirrors,

$$R^M\approx R_0^M\left(1-\frac{x^2}{w^2}\right)^M\approx R_0^M e^{-Mx^2/w^2},$$

provided $x\ll w$ and $Mx^4\ll w^4$. Once $M$ is large enough for the half-maximum points to lie close to the peak, the width therefore shrinks roughly as $1/\sqrt M$. For the first few mirrors it shrinks more slowly. For the ten mirrors here, with the period held at 6.92 nm, and the optical constants held fixed across the band, the half-maximum points are 13.29 nm and 13.66 nm, a full width of 0.37 nm.

The lithium line at 13.50 nm passes. The model means for neighbouring xenon charge states are more than a nanometre apart, so a change of one charge state moves the mean by more than the whole accepted width.

**Q:** So if lithium fits so well, why do the tools run on tin?

**A:** That question is about how much in-band power a plasma delivers for the energy put in, how long the source runs, and what its debris does to the nearest mirror. A line's position answers none of these. I have calculated no source powers, so I cannot rank the three elements for you.

**Q:** Then I would now say this: tin is used because it serves a band that the mirrors can handle, and it is not the one element that emits there.

**A:** That is consistent with everything we have worked out.

## Computed results

```
target wavelength: 13.5 nm
target photon energy: 91.84 eV
2 % band, full width: 0.27 nm
Rydberg constant: 1.097373e+07 1/m
He+ Lyman-alpha, formula: 30.38 nm
Li2+ Lyman-alpha, formula: 13.50 nm
Be3+ Lyman-alpha, formula: 7.59 nm
Li2+ Lyman-alpha, radial solution: 13.50 nm
Li2+ Lyman-alpha photon energy: 91.83 eV
Xe9+ mean 4d-5p energy, model: 80.7 eV
Xe9+ mean 4d-5p wavelength, model: 15.4 nm
Xe10+ mean 4d-5p energy, model: 89.2 eV
Xe10+ mean 4d-5p wavelength, model: 13.9 nm
Xe11+ mean 4d-5p energy, model: 97.8 eV
Xe11+ mean 4d-5p wavelength, model: 12.7 nm
Xe10+ orbital gap, 0 electrons moved: 87.2 eV
Xe10+ orbital gap, 1 electron moved: 91.6 eV
Xe10+ Simpson minus midpoint: 0.055 eV
silicon L edge, rough input: 100 eV
silicon L edge, rough wavelength: 12.4 nm
Mo delta, beta (rough): 0.080, 0.006 (no unit)
Si delta (rough): 0.001 (no unit)
Si beta, long side (rough): 0.002 (no unit)
Si beta, short side (rough): 0.020 (no unit)
Mo fraction of period: 0.4 (no unit)
layer pairs: 40 (count)
mirrors: 10 (count)
one Mo/Si interface reflectance: 1.70e-03 (no unit)
long side, wavelength: 13.5 nm
long side, best period: 6.92 nm
long side, reflectance, layer matrices: 0.756 (no unit)
long side, reflectance, coupled waves: 0.748 (no unit)
long side, reflectance, 120 pairs: 0.763 (no unit)
long side, ten-mirror throughput: 6.10e-02 (no unit)
short side, wavelength: 12.0 nm
short side, best period: 6.23 nm
short side, reflectance, layer matrices: 0.356 (no unit)
short side, reflectance, coupled waves: 0.339 (no unit)
short side, reflectance, 120 pairs: 0.357 (no unit)
short side, ten-mirror throughput: 3.30e-05 (no unit)
throughput ratio, long/short: 1.9e+03 (no unit)
ten-mirror half-maximum, lower end: 13.29 nm
ten-mirror half-maximum, upper end: 13.65 nm
ten-mirror full width at half maximum: 0.37 nm
```
